# Crossover Voltage Between Thermal and Shot Noise at a Tunnel Contact

## The form of the answer from dimensions

A tunnel contact of conductance \(G\) joins two electrodes at temperature \(T\). Suppose that its low-frequency current noise is governed by the thermal energy \(kT\), the elementary charge \(e\), the conductance and the junction voltage \(V\). A characteristic voltage built from the first three has the form \(e^a(kT)^bG^c\). The units are C for \(e\), J for \(kT\) and C²/(J s) for \(G\). A volt is J/C and contains no second, so \(c=0\). Matching joules and coulombs then gives \(b=1\) and \(a=-1\):

\[
V^*=\text{number}\times\frac{kT}{e}.
\]

Under this supposition contact area and barrier thickness act only through \(G\), so they drop out. The argument presupposes that Planck's constant \(h\) does not enter. If it did, the pure numbers \(Gh/e^2\) and \(hf/kT\), with \(f\) the measuring frequency, could multiply the result. The derivation below shows that \(Gh/e^2\) drops out of the crossing for non-interacting electrons. The ratio \(hf/kT\) is removed by assumption: only frequencies with \(hf\ll kT\) are treated.

## Back-of-envelope estimate

Let \(S\) be the one-sided noise density, so that the current fluctuations in a narrow frequency band \(\Delta f\) have the variance \(S\,\Delta f\). Thermal noise has \(S=4kTG\), and shot noise of a current \(I\) has \(S=2eI\); both are derived below. Equating them with \(I=GV\) gives

\[
2eGV^*=4kTG
\quad\Rightarrow\quad
V^*=\frac{2kT}{e}.
\]

The estimate does not say how the noise behaves near \(V^*\), where neither expression can be trusted.

## Controlled derivation

**Assumptions.** Each electrode is in equilibrium at temperature \(T\), and electrons do not interact. The transmission probability \(D\) is much less than 1 and constant over the energies that matter, a window of width \(eV\) plus a few \(kT\). The frequency satisfies \(hf\ll kT\), and \(1/f\) noise is absent or has been subtracted. A metal-semiconductor contact comes close to this if the semiconductor is degenerately doped, electrons cross a thin barrier by tunnelling, and \(D\) changes little over that window. The window must also stay clear of the semiconductor band edge, where the number of available channels falls to zero, and the bias must barely change the barrier. At room temperature the window is wide and these conditions can fail; when the Fermi level lies only a few tens of meV inside the band they can fail at 77 K as well. Energy-dependent transmission is treated below.

**Rates.** Take \(V>0\) and let electron energies in the left electrode be raised by \(eV\). With the Fermi function \(f(E)=1/(e^{E/kT}+1)\), not to be confused with the frequency \(f\), the occupations are \(f_L=f(E-eV)\) and \(f_R=f(E)\). Electrons flow mainly from left to right, and \(I\) denotes the magnitude of the current. A tunnel event needs a filled initial state and an empty final state, so the forward and backward rates are

\[
\Gamma_+=A\int f_L(1-f_R)\,dE,\qquad
\Gamma_-=A\int f_R(1-f_L)\,dE .
\]

The constant \(A\) is fixed by the conductance. The products \(f_Lf_R\) cancel in the difference, and

\[
\int(f_L-f_R)\,dE=\int_0^{eV}ds\int\left[-f'(E-s)\right]dE=eV,
\]

because the inner integral is \(f(-\infty)-f(\infty)=1\). Hence \(I=e(\Gamma_+-\Gamma_-)=eA\,eV\). Setting this equal to \(GV\) gives \(A=G/e^2\).

The ratio of the rates follows from \(f/(1-f)=e^{-E/kT}\). At every energy,

\[
\frac{f_L(1-f_R)}{f_R(1-f_L)}=e^{-(E-eV)/kT}\,e^{E/kT}=e^{u},
\qquad u=\frac{eV}{kT}.
\]

The ratio does not depend on \(E\), so \(\Gamma_+=e^u\Gamma_-\). Therefore

\[
\frac{\Gamma_++\Gamma_-}{\Gamma_+-\Gamma_-}=\frac{e^u+1}{e^u-1}=\coth\frac u2 .
\]

**From counting to noise.** Let \(C(\tau)\) be the correlation function of the current fluctuations. The one-sided density is \(S(f)=2\int C(\tau)\cos(2\pi f\tau)\,d\tau\), which becomes \(2\int C\,d\tau\) at low frequency. The charge \(Q\) passed in a time \(t\) much longer than the correlation time has the variance

\[
\mathrm{Var}(Q)=\int_0^t\!\!\int_0^t C(t'-t'')\,dt'dt''\approx t\int C(\tau)\,d\tau ,
\]

so \(S=2\,\mathrm{Var}(Q)/t\).

For small \(D\), tunnel events are independent. Divide \(t\) into short intervals \(\delta\). In each one a forward event occurs with probability \(\Gamma_+\delta\), and the variance of the count is \(\Gamma_+\delta(1-\Gamma_+\delta)\). Summing over \(t/\delta\) intervals and letting \(\delta\to0\) gives \(\mathrm{Var}(N_+)=\Gamma_+t\). The backward count likewise has variance \(\Gamma_-t\). Since \(Q=e(N_+-N_-)\), the mean currents subtract but the variances add:

\[
S=2e^2(\Gamma_++\Gamma_-)=2eI\coth\frac{eV}{2kT}
=2eGV\coth\frac{eV}{2kT}.
\]

Thermal and shot noise are thus two limits of one counting process. At zero bias, equal forward and backward streams give no mean current but do give noise. At high bias the backward stream dies out.

**The two limits.** Put \(x=u/2\), so that \(S/(4kTG)=x\coth x\). For small \(x\),

\[
x\coth x=\frac{\cosh x}{(\sinh x)/x}\approx\frac{1+x^2/2}{1+x^2/6}\approx1+\frac{x^2}{3}=1+\frac{u^2}{12}.
\]

The zero-bias value is \(4kTG\). The correction is even in \(V\), as it must be for a contact whose noise is unchanged when the electrodes exchange roles. For large \(u\),

\[
\coth\frac u2=\frac{1+e^{-u}}{1-e^{-u}}\approx1+2e^{-u},
\]

and \(S\) approaches \(2eGV\) exponentially fast. The asymptotes meet at \(u=2\), which confirms \(V^*=2kT/e\). The total noise there is \(\coth 1=1.313\) times either asymptote. It is not twice as large, because the two asymptotic expressions are not separate noise sources to be added.

**Another definition.** One may instead ask where the total noise is twice its thermal value, \(x\coth x=2\). The derivative of \(x\coth x\) is \((\tfrac12\sinh2x-x)/\sinh^2x\), which is positive for \(x>0\), so there is one positive solution. Numerically it gives

\[
V_{\mathrm{double}}=3.830\,\frac{kT}{e}.
\]

Any criterion that sets \(S/(4kTG)\) to a fixed number above 1 likewise fixes \(u\). The numerical factor depends on the criterion; the scale \(kT/e\) does not.

## When the transmission is not small or not constant

**Larger transmission.** Consider equal channels, with spin counted separately. A channel holds \(dE/(hv)\) states per unit length for electrons of velocity \(v\) moving towards the barrier, so they arrive at the rate \(v\,dE/(hv)=dE/h\). Treat each such slot as an independent attempt. If both incoming states are filled, both outgoing states are filled too, and no net charge passes. The probabilities of a forward and a backward transfer are therefore \(p_+=Df_L(1-f_R)\) and \(p_-=Df_R(1-f_L)\). The variance of the transferred number is

\[
p_++p_--(p_+-p_-)^2
=D\left[f_L(1-f_R)+f_R(1-f_L)\right]-D^2(f_L-f_R)^2 .
\]

Multiplying out confirms that the square bracket equals \(f_L(1-f_L)+f_R(1-f_R)+(f_L-f_R)^2\). For \(N\) channels the mean current gives \(G=NDe^2/h\), so \(N/h=G/(De^2)\) and

\[
S=2G\int\left[f_L(1-f_L)+f_R(1-f_R)+(1-D)(f_L-f_R)^2\right]dE .
\]

Since \(f(1-f)=-kT\,f'\), each of the first two terms integrates to \(kT\). The small-\(D\) result above means that the whole bracket with \(D\to0\) integrates to \(eV\coth x\). Hence \(\int(f_L-f_R)^2dE=eV\coth x-2kT\), and with \(eV=2kTx\),

\[
S=4kTG\left[D+(1-D)\,x\coth x\right].
\]

The high-bias line is now \(4kTGD+2eG(1-D)V\). Setting it equal to \(4kTG\) gives \(2eG(1-D)V=4kTG(1-D)\), and for \(D<1\) the crossing is again at \(2kT/e\). What changes is the strength of the shot noise. The doubling condition becomes \(x\coth x=1+1/(1-D)\), so the doubling voltage grows with \(D\). At \(D=1\) the noise stays at \(4kTG\) in this model and there is no crossover.

**Energy-dependent transmission.** Let \(D\) stay small but vary with energy, so that \(A\) becomes \(A(E)\) inside the integrals. The factor \(e^u\) between forward and backward integrands is unaffected, and \(S=2eI\coth(eV/2kT)\) survives even if \(I\) is not proportional to \(V\). At \(V=2kT/e\) the ratio \(S/(2eI)\) is still \(\coth1\). The crossing of \(2eI(V)\) with the zero-bias noise shifts in general, because it then solves \(I(V)=2kTG_0/e\), where \(G_0\) is the zero-bias conductance. For a curved current-voltage characteristic, \(S/(2eI)\) is therefore the safer quantity to examine.

**Series resistance.** The voltage \(V\) is the drop across the junction. A series resistance \(R_s\) in the semiconductor raises the applied voltage at crossover to \(V^*(1+GR_s)\) if the junction is linear. It also weakens the junction noise seen in the external circuit. At fixed applied voltage, a current fluctuation \(\delta I\) lowers the junction voltage by \(R_s\,\delta I\), so in a linear junction a fluctuation \(\delta I_J\) produces only \(\delta I=\delta I_J/(1+GR_s)\). The junction's noise density is thus divided by \((1+GR_s)^2\). The resistance, also at temperature \(T\), has a thermal voltage noise of density \(4kTR_s\). This drives a current through the resistance and the junction in series, and so adds \(4kTR_sG^2/(1+GR_s)^2\). At zero bias the two parts sum to \(4kTG/(1+GR_s)\), the thermal noise of the series combination. For a curved characteristic, the \(G\) in the divisor and in the resistance term is replaced by the slope \(dI/dV\) of the junction at its operating point.

## Comparison with numbers

Take a model contact with \(G=1\) mS. At 300 K, \(kT/e=25.85\) mV, so

\[
V^*=2\times25.85\ \text{mV}=51.70\ \text{mV},\qquad
I^*=GV^*=51.70\ \mu\text{A}.
\]

The thermal level is \(4kTG=1.657\times10^{-23}\) A²/Hz, and \(2eI^*\) has the same value. The total noise is \(1.3130\times1.6568\times10^{-23}=2.175\times10^{-23}\) A²/Hz. Doubling the thermal noise takes \(3.830\times25.85\ \text{mV}=99.0\) mV.

| \(T\) (K) | \(V^*\) (mV) | \(V_{\mathrm{double}}\) (mV) | \(kT/h\) (GHz) |
|---|---|---|---|
| 300 | 51.70 | 99.01 | 6251 |
| 77 | 13.27 | 25.41 | 1604 |
| 4 | 0.689 | 1.320 | 83.3 |

The crossover voltage rises by 172.3 µV per kelvin. The last column gives the quantum frequency scale: the measurement must be made far below it, which is most restrictive at 4 K. A real contact also has a capacitance \(C_J\), and with a series resistance the low-frequency formulas for the external noise hold only well below \((G+1/R_s)/(2\pi C_J)\), which can be the lower of the two limits.

The crossover is broad. At \(eV/kT=0.5\) the noise is 2.1% above its thermal value; at \(eV/kT=6\) it is 0.5% above the shot noise \(2eI\). At 300 K these points lie at about 13 and 155 mV. The contact must remain linear over this range if the whole curve \(2eGV\coth(eV/2kT)\) is to apply, a stronger demand at room temperature than at 4 K.

The closed forms were tested against direct energy integrals over Fermi functions, including cases with large and with energy-dependent transmission. A separate test generated random forward and backward tunnel events at 300 K and \(eV/kT=2\), and took the spectrum of their current. Its noise was 0.9963 times the integrated value. The spectrum was averaged over about \(2^{16}\) frequencies, each scattering by roughly its own mean, so a relative statistical error of about \(2^{-8}\), or 0.4%, is expected. The difference is of that size. The numerical output lists the remaining values.

## Table of computed values

```
Conductance G = 1.000 mS
Temperature T = 300 K
  kT/e = 25.8520 mV
  crossover voltage = 51.7040 mV
  crossover current = 51.7040 uA
  thermal noise 4kTG = 1.6568e-23 A^2/Hz
  shot noise 2eI at crossover = 1.6568e-23 A^2/Hz
  total noise at crossover = 2.1754e-23 A^2/Hz
  doubling voltage = 99.0136 mV
  frequency kT/h = 6251.0 GHz
Temperature T = 77 K
  kT/e = 6.6353 mV
  crossover voltage = 13.2707 mV
  crossover current = 13.2707 uA
  thermal noise 4kTG = 4.2524e-24 A^2/Hz
  shot noise 2eI at crossover = 4.2524e-24 A^2/Hz
  total noise at crossover = 5.5835e-24 A^2/Hz
  doubling voltage = 25.4135 mV
  frequency kT/h = 1604.4 GHz
Temperature T = 4 K
  kT/e = 0.3447 mV
  crossover voltage = 0.6894 mV
  crossover current = 0.6894 uA
  thermal noise 4kTG = 2.2090e-25 A^2/Hz
  shot noise 2eI at crossover = 2.2090e-25 A^2/Hz
  total noise at crossover = 2.9005e-25 A^2/Hz
  doubling voltage = 1.3202 mV
  frequency kT/h = 83.3 GHz
Crossover voltage per kelvin = 172.347 uV/K
Doubling voltage / (kT/e) = 3.8300 (no unit)
Total noise / thermal noise at 300 K (no unit):
  eV/kT =  0.5: S/(4kTG) = 1.0207, S/(2eI) = 4.0830
  eV/kT =  1.0: S/(4kTG) = 1.0820, S/(2eI) = 2.1640
  eV/kT =  2.0: S/(4kTG) = 1.3130, S/(2eI) = 1.3130
  eV/kT =  4.0: S/(4kTG) = 2.0746, S/(2eI) = 1.0373
  eV/kT =  6.0: S/(4kTG) = 3.0149, S/(2eI) = 1.0050
  eV/kT = 10.0: S/(4kTG) = 5.0005, S/(2eI) = 1.0001
Simulated noise at 300 K, eV/kT = 2: 2.167e-23 A^2/Hz
Simulated / integrated noise = 0.9963 (no unit)
```
